# A Bernoulli-Weighted Face Flux for Ionized Dopants in Silicon: verification in Python

```python
"""Bernoulli-weighted face flux for ionized dopants.

Result under test: between nodes L and R a distance h apart,
    J = (D/h) * [B(d)*C_L - B(-d)*C_R],   B(x) = x/(exp(x)-1),
    d = z*(u_R-u_L),   u = potential/(kT/q),
vanishes to rounding error for C proportional to exp(-z*u).
C: concentration, z: ion charge number, D: face diffusivity.
The flux is then used for a coupled arsenic-boron anneal in silicon.
Internal units: cm, s, V, cm^-3.
"""
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded

EPS = np.finfo(float).eps
rng = np.random.default_rng(7)


def bernoulli(x):
    x = np.asarray(x, dtype=float)
    a = np.abs(x)
    safe = np.where(a == 0, 1.0, a)
    g = np.where(a == 0, 1.0, safe / (-np.expm1(-safe)))
    return g * np.where(x > 0, np.exp(-a), 1.0)


def face_flux(c_left, c_right, d, d_over_h):
    return d_over_h * (bernoulli(d) * c_left - bernoulli(-d) * c_right)


def central_flux(c_left, c_right, d, d_over_h):
    return -d_over_h * (c_right - c_left + d * (c_left + c_right) / 2)


# ---- Bernoulli function against high-precision arithmetic
mp.mp.dps = 50
magnitudes = np.logspace(-12, np.log10(700), 150)
worst_b = 0.0
for x in np.concatenate([-magnitudes, magnitudes]):
    exact = mp.mpf(float(x)) / mp.expm1(mp.mpf(float(x)))
    worst_b = max(worst_b, float(abs(mp.mpf(float(bernoulli(x))) / exact - 1)))
assert worst_b < 10 * EPS
assert bernoulli(0.0) == 1.0
x_small = 1e-9
naive_error = abs(x_small / (np.exp(x_small) - 1) / float(bernoulli(x_small)) - 1)
assert naive_error > 1e3 * worst_b

# ---- Flux formula against numerical integration of the transport equation
ode_error = 0.0
for d in (-6.0, -0.5, 0.0, 3.0, 6.0):
    j = float(face_flux(1.0, 0.3, d, 1.0))
    sol = solve_ivp(lambda s, c: -j - d * c, (0, 1), [1.0],
                    method="DOP853", rtol=1e-12, atol=1e-13)
    ode_error = max(ode_error, abs(sol.y[0, -1] - 0.3))
assert ode_error < 1e-7


# ---- Equilibrium residual relative to a one-way flux
def equilibrium_residual(z, step):
    """step is the intended z*(u_R-u_L); potentials get random offsets."""
    u_left = -step / (2 * z) + rng.uniform(-5, 5, np.shape(step))
    u_right = u_left + step / z
    d = z * (u_right - u_left)
    c_left, c_right = np.exp(-z * u_left), np.exp(-z * u_right)
    back = bernoulli(-d) * c_right
    stable = np.abs(face_flux(c_left, c_right, d, 1.0)) / back
    subtractive = np.abs((bernoulli(-d) - d) * c_left - back) / back
    return d, stable, subtractive


worst_ratio = 0.0
for z in (1, -1, 2):
    d, res, _ = equilibrium_residual(z, rng.uniform(-650, 650, 20000))
    worst_ratio = max(worst_ratio, np.max(res / (EPS * (10 + np.abs(d) / 2))))
assert worst_ratio < 1

# ---- Central flux: leading equilibrium error for a small step
d = 0.01
central_coefficient = central_flux(1.0, np.exp(-d), d, 1.0) / d**3
assert abs(central_coefficient * -12 - 1) < 0.01


def flux_matrix(d, diff, h):
    """Diagonal, upper, lower of A in dC/dt = -A C with closed ends."""
    out_left = diff / h**2 * bernoulli(d)
    out_right = diff / h**2 * bernoulli(-d)
    diag = np.zeros(len(d) + 1)
    diag[:-1] += out_left
    diag[1:] += out_right
    return diag, -out_right, -out_left


# ---- Null vector on a mesh with arbitrary positive face diffusivities
u_mesh = rng.uniform(-2, 2, 25)
diff_mesh = 10 ** rng.uniform(-1, 1, 24)
dg, up, lo = flux_matrix(np.diff(u_mesh), diff_mesh, 1.0)
dense = np.diag(dg) + np.diag(up, 1) + np.diag(lo, -1)
_, singular, vt = np.linalg.svd(dense)
null = vt[-1] / vt[-1].sum()
boltzmann = np.exp(-u_mesh) / np.exp(-u_mesh).sum()
null_error = np.max(np.abs(null / boltzmann - 1))
assert null_error < 1e-8
assert singular[-1] < 1e-12 * singular[0] and singular[-2] > 1e-8 * singular[0]

# ---- Example: rough typical values for silicon at 1000 C
T = 1000 + sc.zero_Celsius
VT = sc.k * T / sc.e
NI = 1e19
ARSENIC, BORON = 1e20, 1e18
EDGE, LENGTH, TIME = 50e-7, 150e-7, 30.0
PERMITTIVITY = 11.7 * sc.epsilon_0 / 100          # F/cm
MASS = 1.1                                        # density-of-states mass
NC = 2 * (2 * np.pi * MASS * sc.m_e * sc.k * T / sc.h**2) ** 1.5 / 1e6
DB, DB_NEUTRAL = 1.5e-14, 0.05
DAS_NEUTRAL, DAS_NEGATIVE = 1.5e-15, 1.0e-15


def diff_boron(u):
    return DB * (DB_NEUTRAL + (1 - DB_NEUTRAL) * np.exp(-u))


def diff_arsenic(u):
    return DAS_NEUTRAL + DAS_NEGATIVE * np.exp(u)


def potential(net, mode, h, guess=None):
    neutral = np.arcsinh(net / (2 * NI))
    if mode == "neutral":
        return neutral
    if mode == "degenerate":
        return neutral + NI * np.exp(neutral) / (np.sqrt(8) * NC)
    u = neutral if guess is None else guess.copy()
    k = PERMITTIVITY * VT / sc.e / h**2
    for _ in range(100):
        slope = np.diff(u)
        residual = net - 2 * NI * np.sinh(u)
        residual[:-1] += k * slope
        residual[1:] -= k * slope
        ab = np.full((3, len(u)), k)
        ab[1] = -2 * k - 2 * NI * np.cosh(u)
        ab[1, [0, -1]] += k
        change = np.clip(solve_banded((1, 1), ab, -residual), -1, 1)
        u = u + change
        if np.max(np.abs(change)) < 1e-9:
            return u
    raise RuntimeError("Poisson iteration did not converge")


def implicit_step(c, d, diff, h, dt):
    diag, upper, lower = flux_matrix(d, diff, h)
    ab = np.zeros((3, len(c)))
    ab[0, 1:], ab[1], ab[2, :-1] = dt * upper, 1 + dt * diag, dt * lower
    return solve_banded((1, 1), ab, c)


def initial_profiles(cells):
    h = LENGTH / cells
    x = (np.arange(cells) + 0.5) * h
    return h, x, np.where(x < EDGE, ARSENIC, 0.0), np.full(cells, BORON)


def anneal(cells, steps, mode="neutral", speed=1.0, drift=1.0):
    h, x, c_as, c_b = initial_profiles(cells)
    u, dt = None, TIME / steps
    for _ in range(steps):
        u = potential(c_as - c_b, mode, h, u)
        mid, du = (u[1:] + u[:-1]) / 2, drift * np.diff(u)
        c_as = implicit_step(c_as, du, speed * diff_arsenic(mid), h, dt)
        c_b = implicit_step(c_b, -du, speed * diff_boron(mid), h, dt)
    return x, c_as, c_b, potential(c_as - c_b, mode, h, u)


CELLS, STEPS = 300, 600
h, x0, as0, b0 = initial_profiles(CELLS)
x, c_as, c_b, u_end = anneal(CELLS, STEPS)
dose_error = max(abs(c_as.sum() / as0.sum() - 1), abs(c_b.sum() / b0.sum() - 1))
assert dose_error < 1e-10
assert c_as.min() > 0 and c_b.min() > 0
i_peak, i_dip = np.argmax(c_b), np.argmin(c_b)
assert c_b[i_dip] < BORON < c_b[i_peak] and x[i_peak] < x[i_dip]

# ---- Refined mesh and time step
_, _, fine_b, _ = anneal(2 * CELLS, 4 * STEPS)
refine_change = np.max(np.abs(fine_b.reshape(-1, 2).mean(axis=1) - c_b)) / BORON
assert refine_change < 0.02


# ---- Separate road: central differences and an adaptive stiff integrator
def central_rhs(t, y):
    a, b = y[0::2] * NI, y[1::2] * NI
    u = np.arcsinh((a - b) / (2 * NI))
    mid, du = (u[1:] + u[:-1]) / 2, np.diff(u)
    out = np.zeros_like(y)
    for k, c, z, diff in ((0, a, 1, diff_arsenic(mid)), (1, b, -1, diff_boron(mid))):
        f = central_flux(c[:-1], c[1:], z * du, diff / h) / (h * NI)
        rate = np.zeros_like(c)
        rate[:-1] -= f
        rate[1:] += f
        out[k::2] = rate
    return out


start = np.empty(2 * CELLS)
start[0::2], start[1::2] = as0 / NI, b0 / NI
lines = solve_ivp(central_rhs, (0, TIME), start, method="LSODA",
                  rtol=1e-6, atol=1e-8, lband=3, uband=3)
assert lines.success
central_change = np.max(np.abs(lines.y[1::2, -1] * NI - c_b)) / BORON
assert central_change < 0.02

# ---- Cause of the dip: same diffusivity law, drift removed
_, _, no_drift_b, _ = anneal(CELLS, STEPS, drift=0.0)
no_drift_change = np.max(np.abs(no_drift_b / BORON - 1))
assert no_drift_change < 1e-10

# ---- Neglected effects
variants = {
    "Poisson": anneal(CELLS, STEPS, mode="poisson")[2],
    "degenerate": anneal(CELLS, STEPS, mode="degenerate")[2],
    "10x diffusion": anneal(CELLS, STEPS, speed=10.0)[2],
}
filling = ARSENIC / NC
level = np.log(filling) + filling / np.sqrt(8)
fermi = 2 / np.sqrt(np.pi) * quad(
    lambda e: np.sqrt(e) / (1 + np.exp(e - level)), 0, 60, limit=200)[0]
assert abs(fermi / filling - 1) < 5e-3
step_poisson = np.max(np.abs(np.diff(potential(as0 - b0, "poisson", h)))) * VT
debye_i = np.sqrt(PERMITTIVITY * VT / (2 * sc.e * NI))
debye_n = np.sqrt(PERMITTIVITY * VT / (sc.e * ARSENIC))
lattice = 0.5431e-7
bond = np.sqrt(3) / 4 * lattice
pair_energy = sc.e / (4 * np.pi * PERMITTIVITY * bond) * np.exp(-bond / debye_n)
pair_ratio = 4 * ARSENIC * lattice**3 / 8 * np.expm1(pair_energy / VT)

# ---- One face at the arsenic edge, boron charge number -1
u_l = np.arcsinh((ARSENIC - BORON) / (2 * NI))
u_r = np.arcsinh(-BORON / (2 * NI))
d_edge = -(u_r - u_l)
d_face = diff_boron((u_l + u_r) / 2)
c_r = BORON
c_l = BORON * np.exp(u_l - u_r)
one_way = d_face / h * bernoulli(d_edge) * c_l
net = face_flux(c_l, c_r, d_edge, d_face / h)
assert abs(net) < 20 * EPS * one_way
false_flux = central_flux(c_l, c_r, d_edge, d_face / h)
start_flux = face_flux(BORON, BORON, d_edge, d_face / h)
assert abs(start_flux / (-d_face * BORON * d_edge / h) - 1) < 1e-12

print(f"Machine epsilon: {EPS:.3e}")
print(f"B(x), worst relative error: {worst_b:.2e}")
print(f"Naive B at x={x_small:.0e}, relative error: {naive_error:.2e}")
print(f"Transport equation, end-value error: {ode_error:.1e}")
print(f"Worst residual / rounding bound: {worst_ratio:.3f}")
print(f"Central error / step^3, small step: {central_coefficient:.5f}")
print(f"Mesh null vector, relative error: {null_error:.1e}")
print(f"T = {T:.2f} K, kT/q = {VT:.5f} V")
print("Step(V)  Delta   stable     subtractive  central/(D C_L/h)")
for volts in (0.1, 1.0, 10.0, 60.0):
    d, stable, subtractive = equilibrium_residual(1, np.full(2000, volts / VT))
    dm = volts / VT
    cen = central_flux(1.0, np.exp(-dm), dm, 1.0)
    print(f"{volts:5.1f} {dm:8.3f}  {stable.max():.2e}   "
          f"{subtractive.max():.2e}   {cen:.4g}")
print(f"n_i = {NI:.1e}, As = {ARSENIC:.1e}, B = {BORON:.1e} cm^-3")
print(f"As edge {EDGE*1e7:.0f} nm, domain {LENGTH*1e7:.0f} nm, time {TIME:.0f} s")
print(f"Boron D at p=n_i: {DB:.2e} cm2/s, neutral part {DB_NEUTRAL:.2f}")
print(f"Arsenic D: {DAS_NEUTRAL:.2e} + {DAS_NEGATIVE:.2e} n/n_i cm2/s")
print(f"Cell {h*1e7:.2f} nm, time step {TIME/STEPS:.3f} s")
print(f"Edge u_L = {u_l:.4f}, u_R = {u_r:.4f}, Delta = {d_edge:.4f}")
print(f"Edge potential step: {(u_l-u_r)*VT:.4f} V")
print(f"B(Delta) = {bernoulli(d_edge):.5f}, B(-Delta) = {bernoulli(-d_edge):.5f}")
print(f"Face boron D: {d_face:.3e} cm2/s")
print(f"Equilibrium boron C_L = {c_l:.4e}, C_R = {c_r:.4e} cm^-3")
print(f"One-way flux: {one_way:.4e} cm^-2 s^-1")
print(f"Net Bernoulli flux: {net:.2e} cm^-2 s^-1")
print(f"False central flux: {false_flux:.4e} cm^-2 s^-1")
print(f"Central left weight 1-Delta/2: {1-d_edge/2:.4f}")
print(f"Initial flux, uniform boron: {start_flux:.4e} cm^-2 s^-1")
print(f"Boron peak: {c_b[i_peak]:.3e} cm^-3 at {x[i_peak]*1e7:.2f} nm")
print(f"Boron dip: {c_b[i_dip]:.3e} cm^-3 at {x[i_dip]*1e7:.2f} nm")
print(f"Peak/dip ratio: {c_b[i_peak]/c_b[i_dip]:.3f}")
print(f"Boltzmann ratio, same two points: {np.exp(u_end[i_peak]-u_end[i_dip]):.3f}")
print(f"First cell with As < B: {x[np.argmax(c_as < c_b)]*1e7:.2f} nm")
print(f"Largest relative dose error: {dose_error:.1e}")
print(f"Refinement change / initial boron: {refine_change:.4f}")
print(f"Central-method change / initial boron: {central_change:.4f}")
print(f"No-drift change / initial boron: {no_drift_change:.1e}")
for name, profile in variants.items():
    print(f"{name}: peak {profile.max():.3e}, dip {profile.min():.3e} cm^-3")
print(f"Largest initial cell step with Poisson: {step_poisson:.4f} V")
print(f"Debye length: intrinsic {debye_i*1e7:.2f}, n+ {debye_n*1e7:.2f} nm")
print(f"Nc (mass {MASS:.1f}): {NC:.2e} cm^-3, n/Nc = {filling:.3f}")
print(f"Degeneracy shift: {filling/np.sqrt(8):.3f} kT")
print(f"Pair energy {pair_energy:.2f} eV, excess paired/free B {pair_ratio:.2f}")
print("success")
```

Printed output:

```
Machine epsilon: 2.220e-16
B(x), worst relative error: 1.99e-16
Naive B at x=1e-09, relative error: 8.22e-08
Transport equation, end-value error: 3.9e-11
Worst residual / rounding bound: 0.504
Central error / step^3, small step: -0.08292
Mesh null vector, relative error: 4.9e-14
T = 1273.15 K, kT/q = 0.10971 V
Step(V)  Delta   stable     subtractive  central/(D C_L/h)
  0.1    0.911  3.49e-16   4.41e-16   -0.04084
  1.0    9.115  1.22e-15   2.10e-13   -3.558
 10.0   91.148  4.43e-16   1.00e+00   -44.57
 60.0  546.888  4.09e-16   1.00e+00   -272.4
n_i = 1.0e+19, As = 1.0e+20, B = 1.0e+18 cm^-3
As edge 50 nm, domain 150 nm, time 30 s
Boron D at p=n_i: 1.50e-14 cm2/s, neutral part 0.05
Arsenic D: 1.50e-15 + 1.00e-15 n/n_i cm2/s
Cell 0.50 nm, time step 0.050 s
Edge u_L = 2.3026, u_R = -0.0500, Delta = 2.3526
Edge potential step: 0.2581 V
B(Delta) = 0.24731, B(-Delta) = 2.59988
Face boron D: 5.370e-15 cm2/s
Equilibrium boron C_L = 1.0512e+19, C_R = 1.0000e+18 cm^-3
One-way flux: 2.7924e+11 cm^-2 s^-1
Net Bernoulli flux: 0.00e+00 cm^-2 s^-1
False central flux: -4.3278e+11 cm^-2 s^-1
Central left weight 1-Delta/2: -0.1763
Initial flux, uniform boron: -2.5268e+11 cm^-2 s^-1
Boron peak: 1.287e+18 cm^-3 at 49.75 nm
Boron dip: 6.849e+17 cm^-3 at 61.75 nm
Peak/dip ratio: 1.879
Boltzmann ratio, same two points: 5.133
First cell with As < B: 63.75 nm
Largest relative dose error: 1.1e-14
Refinement change / initial boron: 0.0010
Central-method change / initial boron: 0.0006
No-drift change / initial boron: 5.1e-15
Poisson: peak 1.275e+18, dip 7.396e+17 cm^-3
degenerate: peak 1.287e+18, dip 6.805e+17 cm^-3
10x diffusion: peak 1.288e+18, dip 6.836e+17 cm^-3
Largest initial cell step with Poisson: 0.0472 V
Debye length: intrinsic 1.88, n+ 0.84 nm
Nc (mass 1.1): 2.53e+20 cm^-3, n/Nc = 0.395
Degeneracy shift: 0.140 kT
Pair energy 0.40 eV, excess paired/free B 0.29
success
```
